# Threshold shift from charge trapped at a silicon-dioxide gate interface

## The device and the data

A thin-film transistor has a metal gate, a planar silicon-dioxide insulator and a semiconductor film in which electrons carry the current. Operation under gate bias, with or without light, has left charge trapped at the interface between the insulator and the film. The question is how far this charge moves the threshold voltage.

Let $x$ be the distance from the gate, so that the insulator fills $0<x<d$ and the film begins at $x=d$. Electric field and displacement are counted positive when they point from the gate towards the film. The following data and assumptions hold unless a part says otherwise.

- The insulator has thickness $d=100$ nm and relative permittivity $\varepsilon_r=3.90$. This is a chosen input, taken as exact in the calculation; the value for silicon dioxide is about 3.9.
- The net number of trapped elementary charges per area is $N=1.00\times10^{12}\ \mathrm{cm^{-2}}$. Trapped electrons and trapped holes in equal number would cancel in this count.
- The trapped charge is treated as a uniform sheet of charge per area $\sigma$. Thus $\sigma=-eN$ for electrons and $\sigma=+eN$ for holes, with $e>0$.
- The trapped charge stays fixed while the gate voltage is swept.
- The source is grounded and the drain voltage is small, so the film is close to equilibrium and uniform along the channel.
- The electric field vanishes behind the film.

The threshold voltage $V_T$ is defined as the gate voltage at which the film holds a chosen small number $n_s$ of mobile electrons per area. The same $n_s$ is used before and after trapping.

Volts, metres and coulombs suit a device of this size and are used throughout, apart from one evaluation in Hartree atomic units. The constants are $e=1.602177\times10^{-19}$ C and $\varepsilon_0=8.854188\times10^{-12}$ F/m.

## Part (a): charge and capacitance

**Question.** Find the magnitude of the trapped charge per area and the capacitance per area of the insulator.

**Answer.** One square centimetre is $10^{-4}\ \mathrm{m^2}$, so a density of one per square centimetre equals $10^4$ per square metre. Hence $N=1.00\times10^{16}\ \mathrm{m^{-2}}$ and

$$|\sigma|=eN=(1.602\times10^{-19}\ \mathrm{C})(1.00\times10^{16}\ \mathrm{m^{-2}})=1.602\times10^{-3}\ \mathrm{C/m^2}.$$

For the capacitance, consider the insulator without trapped charge between two plates carrying $+Q$ and $-Q$ per area. Gauss's law gives the displacement $D=Q$, so the field is $Q/(\varepsilon_0\varepsilon_r)$ and the voltage is this field times $d$. The charge per area divided by the voltage is therefore

$$C_{ox}=\frac{\varepsilon_0\varepsilon_r}{d}=\frac{(8.854\times10^{-12})(3.90)}{1.00\times10^{-7}}\ \mathrm{F/m^2}=3.453\times10^{-4}\ \mathrm{F/m^2}.$$

It is tempting to divide the two numbers at once. That the quotient is a threshold shift has still to be shown, because the trapped charge sits on neither plate: it lies beside a film whose own charge can change.

## Part (b): the gate voltage with trapped charge present

**Question.** Use Gauss's law to express the gate voltage $V_G$ through $n_s$, $\sigma$ and the electrostatic potential $\varphi_s$ at the front surface of the film.

**Answer.** Take first a closed box of unit cross-section that encloses the film but not the trapped sheet. Its front face lies just inside the film and its back face lies behind the film, where the field is zero. The displacement entering through the front is $D_{film}$. The outward flux is then $0-D_{film}$, and it must equal the enclosed charge $-en_s$:

$$-D_{film}=-en_s\quad\Longrightarrow\quad D_{film}=en_s.$$

The sign is reasonable: field lines coming from a positive gate end on the electrons of the film.

Next take a thin box around the trapped sheet, with one face in the insulator and the other in the film. The outward flux is $D_{film}-D_{ox}$ and the enclosed charge is $\sigma$, so

$$D_{film}-D_{ox}=\sigma\quad\Longrightarrow\quad D_{ox}=en_s-\sigma .$$

There is no other charge in the insulator. The displacement there is therefore the same at every $x$, and the field is $E_{ox}=D_{ox}/(\varepsilon_0\varepsilon_r)$. The potential falls along the field, so the potential at the gate exceeds $\varphi_s$ by $E_{ox}d$.

The electrostatic potential at the gate differs from the applied voltage by a constant $V_0$ that depends on the contact materials; it is $V_G-V_0$. Therefore

$$V_G-V_0-\varphi_s=\frac{(en_s-\sigma)d}{\varepsilon_0\varepsilon_r},$$

and, with the capacitance of part (a),

$$V_G=V_0+\varphi_s+\frac{en_s-\sigma}{C_{ox}}.\tag{1}$$

## Part (c): the threshold shift

**Question.** Show that $\varphi_s$ at a given $n_s$ does not depend on $\sigma$. Take the mobile electron density to be $n=n_0\exp(e\varphi/k_BT)$, where $n_0$ is the density at zero potential. Then find the threshold shift for trapped electrons and for trapped holes.

**Answer.** Let $y$ be the distance into the film measured from its back surface, and let $\varepsilon_f$ be the relative permittivity of the film. The charge density is $-en$, so Poisson's equation reads

$$\frac{d^2\varphi}{dy^2}=\frac{e\,n(\varphi)}{\varepsilon_0\varepsilon_f},\qquad \frac{d\varphi}{dy}=0\ \text{ at } y=0.$$

Integrating twice from the back, where the potential is $\varphi_b$, gives

$$\varphi(y)=\varphi_b+\frac{e}{\varepsilon_0\varepsilon_f}\int_0^y (y-y')\,n(\varphi(y'))\,dy'.$$

Compare two solutions with different $\varphi_b$. The one with the larger $\varphi_b$ starts higher. As long as it remains higher, its electron density is larger, because $n$ increases with $\varphi$. Its integral is then larger too, so the gap between the two solutions cannot shrink below its starting value. The solution that starts higher thus stays higher throughout the film.

It follows that both $n_s$ and $\varphi_s$ increase with $\varphi_b$. A given $n_s$ belongs to one value of $\varphi_b$, and hence to one value of $\varphi_s$. The trapped charge $\sigma$ appears nowhere in this film problem, so $\varphi_s$ is a function of $n_s$ alone. The argument uses only that $n$ increases with $\varphi$, not the exponential form. Fixed donor charge in the film would add the same term to both solutions and would leave this argument intact. In equation (1), $en_s$ would then be replaced by $en_s$ minus the donor charge per area, a constant that cancels in the subtraction below.

Now write equation (1) twice at the same $n_s$, with and without trapped charge, and subtract:

$$\Delta V_T=\left[V_0+\varphi_s+\frac{en_s-\sigma}{C_{ox}}\right]-\left[V_0+\varphi_s+\frac{en_s}{C_{ox}}\right]=-\frac{\sigma}{C_{ox}}.\tag{2}$$

The magnitude is

$$|\Delta V_T|=\frac{eN}{C_{ox}}=\frac{1.602\times10^{-3}\ \mathrm{C/m^2}}{3.453\times10^{-4}\ \mathrm{F/m^2}}=4.64\ \mathrm{V}.$$

For trapped electrons $\sigma$ is negative and $\Delta V_T=+4.64$ V. The gate must become more positive, since it has to supply field lines for the trapped electrons as well as for the mobile ones. For trapped holes $\Delta V_T=-4.64$ V, since the positive sheet already supplies field lines that end on mobile electrons.

Since $n_s$ has dropped out of equation (2), the shift is the same at every electron density. Within these assumptions the whole curve of $n_s$ against $V_G$ moves sideways without changing its shape.

The formula also gives the dependence on thickness. Because $|\Delta V_T|=eNd/(\varepsilon_0\varepsilon_r)$, halving $d$ at fixed $N$ halves the shift. In the limit $d\to0$ the shift vanishes: the gate then lies next to the trapped charge and compensates it without an appreciable voltage.

## Part (d): the same shift in atomic units

**Question.** In Hartree atomic units the data are $N=2.8003\times10^{-5}\ \mathrm{bohr^{-2}}$ and $d=1889.73$ bohr. Evaluate the magnitude of the shift in these units.

**Answer.** In these units $e=1$ and $4\pi\varepsilon_0=1$, so $\varepsilon_0=1/(4\pi)$. Substitution in the formula of part (c) gives

$$|\Delta V_T|=\frac{Nd}{\varepsilon_r/(4\pi)}=\frac{4\pi Nd}{\varepsilon_r}=\frac{4\pi(2.8003\times10^{-5})(1889.73)}{3.90}=0.1705\ \text{hartree}/e,$$

which is 4.64 V. The factor $4\pi$ comes from $\varepsilon_0$ and has nothing to do with the shape of the device.

## Part (e): charge inside the insulator

**Question.** The same sheet $\sigma$ now lies inside the insulator at distance $x_t$ from the gate. Find the shift, evaluate it for electrons halfway through the insulator, and extend the result to a distributed charge density $\rho(x)$.

**Answer.** Between the sheet and the film the displacement is $en_s$, because only the film's electrons lie beyond that region. Between the gate and the sheet it is $en_s-\sigma$, by the same step as in part (b). The first region has thickness $d-x_t$ and the second has thickness $x_t$. Adding the two voltage drops gives

$$V_G-V_0-\varphi_s=\frac{en_s(d-x_t)+(en_s-\sigma)x_t}{\varepsilon_0\varepsilon_r}=\frac{en_sd-\sigma x_t}{\varepsilon_0\varepsilon_r}.$$

The film problem is unchanged, so $\varphi_s$ again cancels at equal $n_s$, and

$$\Delta V_T=-\frac{\sigma x_t}{\varepsilon_0\varepsilon_r}=-\frac{\sigma}{C_{ox}}\,\frac{x_t}{d}.\tag{3}$$

For electrons at $x_t=d/2$ the shift is half of the earlier one, $+2.32$ V. At $x_t=d$ equation (3) returns equation (2). At $x_t=0$ the shift is zero, because the gate compensates the sheet on the spot.

For a distributed charge the displacement at $x$ is $en_s$ minus all the insulator charge lying between $x$ and the film:

$$D(x)=en_s-\int_x^d\rho(x')\,dx'.$$

The voltage across the insulator is the integral of $D/(\varepsilon_0\varepsilon_r)$ from $0$ to $d$. In the double integral, a charge at $x'$ is counted for every $x$ between $0$ and $x'$, which gives it the weight $x'$. Hence

$$\Delta V_T=-\frac{1}{\varepsilon_0\varepsilon_r}\int_0^d x'\rho(x')\,dx'.$$

For a uniform density with total charge $\sigma$ per area, $\rho=\sigma/d$. The integral is then $(\sigma/d)(d^2/2)=\sigma d/2$, and the shift is again half of the interface value.

This limits what a measured shift can reveal. A shift of 2.32 V may come from $1.00\times10^{12}\ \mathrm{cm^{-2}}$ electrons halfway through the insulator or from half as many at the interface. The quantity $C_{ox}|\Delta V_T|/e$ is an equivalent interface density. It equals the true density if all the trapped charge has one sign and lies at the interface.

## Part (f): reading a numerical solution

**Question.** A model film is 30 nm thick and has relative permittivity 10, temperature 300 K and $n_0=1.00\times10^{14}\ \mathrm{cm^{-3}}$. The constant $V_0$ is set to zero. Poisson's equation was solved through insulator and film on a grid, by balancing the flux of $D$ against the charge around each grid point and iterating with Newton's method. A root search then found the gate voltage that gives a required $n_s$. The results, in volts, are:

| Trapped charge | $n_s=10^{11}\ \mathrm{cm^{-2}}$ | $n_s=5\times10^{11}\ \mathrm{cm^{-2}}$ |
|---|---|---|
| none | 0.629 | 2.556 |
| electrons, interface | 5.269 | 7.196 |
| holes, interface | −4.011 | −2.084 |
| electrons, $x_t=d/2$ | 2.949 | 4.876 |

The surface potential was 0.165 V in all four cases at the lower $n_s$, and 0.236 V in all four at the higher one. Account for the first row, extract the shifts, and say what the trapped charge does to the device at zero gate voltage.

**Answer.** Without trapped charge, equation (1) gives $V_G=\varphi_s+en_s/C_{ox}$. The lower $n_s$ is one tenth of $N$, so its insulator term is one tenth of 4.640 V, or 0.464 V. The higher $n_s$ is half of $N$, and its term is 2.320 V. Thus

$$V_G=0.165+0.464=0.629\ \mathrm{V},\qquad V_G=0.236+2.320=2.556\ \mathrm{V},$$

as in the table. Going from the lower to the higher density costs 1.927 V. Of this, 1.856 V falls across the insulator and 0.071 V is the rise of the surface potential.

The shifts are differences within a column. For electrons at the interface they are

$$5.269-0.629=4.640\ \mathrm{V},\qquad 7.196-2.556=4.640\ \mathrm{V}.$$

For holes both columns give $-4.640$ V, and for electrons halfway through the insulator both give $+2.320$ V. The shift does not depend on $n_s$, as equation (2) requires. The equal surface potentials within each column show the cancellation that led to it.

At a fixed trapped charge, $V_G$ rises with $n_s$, because both $\varphi_s$ and $en_s/C_{ox}$ rise. With trapped holes, the higher density is already reached at $-2.084$ V. At zero gate voltage the film therefore holds more than $5\times10^{11}\ \mathrm{cm^{-2}}$ electrons: a transistor that needed a positive voltage to reach this density now exceeds it with none. With trapped electrons at the interface, even the lower density needs 5.269 V, so at zero gate voltage the film holds fewer than $10^{11}\ \mathrm{cm^{-2}}$. Only these inequalities should be taken from the model. With trapped electrons it would put $\varphi_s$ near $-4.6$ V at zero gate voltage, a band bending larger than the gap of common channel materials, which holes or gap states absent from the model would limit. With trapped holes the electron density at the front surface reaches about $3\times10^{18}\ \mathrm{cm^{-3}}$, where the exponential form of $n$ begins to fail for a light conduction-band mass.

The millivolt digits belong to the model with its stated inputs. For a real device the calculated shift is no more precise than the trapped density, the thickness and the permittivity put into it. An uncertainty of 10 % in the trapped density alone makes the shift uncertain by almost 0.5 V.

## Part (g): where the simple result fails

**Question.** Explain what changes if (i) the trapped charge responds to the gate voltage during the sweep, or (ii) the charge is trapped at the back surface of the film instead of the front.

**Answer to (i).** Suppose that the interface charge follows the state of the film, so that it is a function $\sigma(n_s)$. Gauss's law still holds at each point of the sweep, and equation (1) applies with the charge present at that point. Relative to the device without trapped charge, the displacement of the curve is

$$\Delta V(n_s)=-\frac{\sigma(n_s)}{C_{ox}},$$

which now depends on $n_s$. The curve is distorted as well as moved. Differentiating equation (1) gives

$$\frac{dV_G}{dn_s}=\frac{d\varphi_s}{dn_s}+\frac{1}{C_{ox}}\left(e-\frac{d\sigma}{dn_s}\right).$$

If more electrons are trapped as the film fills, $\sigma$ becomes more negative and $d\sigma/dn_s<0$. The bracket then exceeds $e$, and each additional mobile electron costs more gate voltage than before. The slope of the curve varies with $n_s$ even without trapped charge, so slopes before and after stress must be compared at the same $n_s$. A change found in this way is a sign that a fixed charge at the front interface does not describe the device completely. If the slope is unchanged at every measured $n_s$, the data are compatible with fixed charge in the insulator or at its interface with the film, but they do not tell where in this range it lies, by part (e). If the measured densities are all low, they do not exclude charge at the back surface either, as (ii) shows. A measured current stands for $n_s$ in this comparison only if the mobility is unchanged.

**Answer to (ii).** Let the sheet at the back be $\sigma_b$. The box of part (b) that encloses the film now also encloses this sheet, so

$$-D_{film}=-en_s+\sigma_b\quad\Longrightarrow\quad D_{film}=en_s-\sigma_b .$$

With no charge at the front interface, $D_{ox}=D_{film}$. The insulator term of the gate voltage is the same as for a sheet at the front. The film problem, however, has changed: just inside the back surface the field is no longer zero. At the same $n_s$ the surface potential takes a new value $\varphi_s'$, and

$$\Delta V_T=-\frac{\sigma_b}{C_{ox}}+\left(\varphi_s'-\varphi_s\right).$$

The additional term depends in general on $n_s$, so the shift need not be rigid. For the model film of part (f) with $10^{12}\ \mathrm{cm^{-2}}$ charges at the back, it is $+0.065$ V at $n_s=10^{11}\ \mathrm{cm^{-2}}$ and $+0.040$ V at $5\times10^{11}\ \mathrm{cm^{-2}}$ for electrons, and $-0.43$ V and $-0.27$ V for holes. At much lower $n_s$ the mobile charge is too small to alter the field set by $\sigma_b$. The term then becomes constant ($+0.079$ V for electrons, $-0.46$ V for holes), and the shift is rigid in that range. Equation (2) rests on the trapped charge lying outside the region in which the mobile electrons arrange themselves, on the gate side.

One further limit lies in the uniform sheet itself. Real trapped charges are separate points, and the potential close to them varies along the interface. Equation (2) describes the shift caused by the smeared charge. It does not describe these lateral variations or their effect on the motion of the electrons, so a change in mobility after trapping lies outside this calculation.
